**Auger neutralization at a flat-band metal: triangular spectrum and upper limit**

For a metal with work function W and a flat occupied band of width B, the internal Auger electron spectrum is a triangle with apex at I − 2W − B and upper limit I − 2W. Here I is the ionization energy after the image shift, and energies are measured from the vacuum level. The program asserts the image shift by integrating the force of the induced surface charge, and the triangle, its limit and the vacuum fractions by counting pairs of discrete levels. It also asserts the escape yield against a random simulation, the thermal edge against quadrature, and the most probable neutralization distance against a numerical survival curve. For rough helium-on-copper values the output gives I = 22.80 eV, an apex at 5.80 eV, an upper limit of 13.80 eV and a yield of about 0.082 electrons per ion. The vacuum fraction printed for the weak case, I = 14 eV, refers to the full triangle, before final states below the Fermi level are excluded. Adding a copper-like d band reduces the full width at half maximum from 8 eV to about 3.2 eV and leaves very few electrons near the upper limit.

## Numerical verification

```python
"""
Auger neutralization of an ion at a metal with a flat occupied band.
Result under test: the internal electron spectrum is a triangle,
    N(E) = (B - |E - (I - 2W - B)|) / B^2   where positive, otherwise zero,
and its upper limit in vacuum is I - 2W.
E: electron energy from the vacuum level (eV); W: work function (eV);
B: occupied band width (eV); I: ionization energy lowered by the image
interaction (eV). One excited electron per ion; constant matrix element and
constant final-state density. Rough inputs: slow helium ion at copper.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid

free_ionization = 24.6      # eV
work = 4.5                  # eV
band = 8.0                  # eV
distance = 0.2              # nm
ion_energy = 10.0           # eV, motion normal to the surface
decay = 30.0                # 1/nm, decay of the neutralization rate
temperature = 300.0         # K

coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
shift = coulomb / (4 * distance)
ionization = free_ionization - shift
top = ionization - 2 * work
apex = top - band
bottom = top - 2 * band
barrier = work + band


def triangle(energy):
    return np.maximum(0.0, band - np.abs(energy - apex)) / band**2


def vacuum_fraction(ion, phi, width):
    limit = ion - 2 * phi
    if limit <= 0:
        return 0.0
    if limit <= width:
        return limit**2 / (2 * width**2)
    if limit < 2 * width:
        return 1 - (2 * width - limit)**2 / (2 * width**2)
    return 1.0


def pair_energies(ion, phi, width, count=2001):
    """Energy balance for every distinct pair of discrete band levels."""
    levels = -phi - width * (np.arange(count) + 0.5) / count
    first, second = np.triu_indices(count, 1)
    return ion + levels[first] + levels[second]


# Image energy from the force exerted by the induced surface charge.
angular_sum = quad(lambda s: s / (1 + s * s)**3, 0, np.inf)[0]
image_work = quad(lambda d: coulomb * angular_sum / d**2,
                  distance, np.inf)[0]
assert abs(image_work - shift) < 1e-6

# Conditions for the complete triangle and for a closed resonant channel.
assert ionization > 2 * work
assert 2 * band <= ionization - work
assert ionization > work + band

# Count pairs; discrete levels can move one level spacing between bins.
energies = pair_energies(ionization, work, band)
edges = np.linspace(bottom, top, 33)
counted, _ = np.histogram(energies, bins=edges)
counted = counted / energies.size / np.diff(edges)
centres = (edges[1:] + edges[:-1]) / 2
histogram_error = np.max(np.abs(counted - triangle(centres)))
assert histogram_error < 2e-3
assert 0 <= top - energies.max() < 3 * band / 2001
counted_fraction = np.mean(energies > 0)
fraction = vacuum_fraction(ionization, work, band)
assert abs(counted_fraction - fraction) < 1e-3

# Cases with the apex below vacuum, and with no emission at all.
weak_ion, silent_ion = 14.0, 8.0
weak_count = np.mean(pair_energies(weak_ion, work, band) > 0)
weak_fraction = vacuum_fraction(weak_ion, work, band)
assert abs(weak_count - weak_fraction) < 1e-3
silent_count = np.mean(pair_energies(silent_ion, work, band) > 0)
assert silent_count == vacuum_fraction(silent_ion, work, band) == 0

# A wider band whose lowest final states are already occupied.
wide_band = 10.0
blocked = (2 * wide_band - ionization + work)**2 / (2 * wide_band**2)
blocked_count = np.mean(pair_energies(ionization, work, wide_band) < -work)
assert abs(blocked_count - blocked) < 3e-4


def escape(energy):
    return 0.5 * (1 - np.sqrt(barrier / (energy + barrier)))


# Escape formula against a direct simulation of pairs and directions.
electron_yield = quad(lambda e: triangle(e) * escape(e), 0, top,
                      points=[apex])[0]
mean_external = quad(lambda e: e * triangle(e) * escape(e), 0, top,
                     points=[apex])[0] / electron_yield
rng = np.random.default_rng(12)
samples = 1_000_000
binding = work + band * rng.random((2, samples))
sample_energy = ionization - binding.sum(axis=0)
vectors = rng.normal(size=(3, samples))
cosine = vectors[2] / np.sqrt((vectors**2).sum(axis=0))
leaves = (cosine > 0) & ((sample_energy + barrier) * cosine**2 > barrier)
simulated_yield = np.mean(leaves)
simulated_mean = sample_energy[leaves].mean()
# Tolerances exceed four standard errors of the random sample.
assert abs(simulated_yield - electron_yield) < 1.5e-3
assert abs(simulated_mean - mean_external) < 0.06
external_grid = np.linspace(0, top, 20001)
external = triangle(external_grid) * escape(external_grid)
external_peak = external_grid[np.argmax(external)]

# Thermal edge: convolution of two Fermi functions.
thermal = const.k * temperature / const.e


def fermi(energy):
    return 1 / (1 + np.exp(energy / thermal))


for offset in (-0.1, -0.03, 0.02, 0.08):
    direct = quad(lambda e: fermi(e) * fermi(offset - e), -1.5, 1.5,
                  points=sorted([0.0, offset]), limit=300)[0]
    assert abs(direct - offset / np.expm1(offset / thermal)) < 1e-7
thermal_edge = quad(lambda e: fermi(e) * fermi(-e), -1.5, 1.5,
                    points=[0.0])[0]
assert abs(thermal_edge - thermal) < 1e-7

# Spread of neutralization distances on the way in, at constant speed.
ion_mass = const.physical_constants["alpha particle mass"][0] + const.m_e
speed = np.sqrt(2 * ion_energy * const.e / ion_mass) * 1e9    # nm/s
peak_rate = decay * speed
prefactor = peak_rate * np.exp(decay * distance)
path = np.linspace(2.0, 0.02, 40001)
step = path[0] - path[1]
rate = prefactor * np.exp(-decay * path)
survival = np.exp(-cumulative_trapezoid(rate, dx=step, initial=0) / speed)
probability = rate * survival / speed
assert abs(np.sum(probability) * step - 1) < 1e-4
assert abs(path[np.argmax(probability)] - distance) < 1e-3
weights = probability / probability.sum()
mean_distance = np.sum(weights * path)
distance_spread = np.sqrt(np.sum(weights * (path - mean_distance)**2))
assert abs(distance_spread - np.pi / (np.sqrt(6) * decay)) < 1e-4
shifts = coulomb / (4 * path)
mean_shift = np.sum(weights * shifts)
shift_spread = np.sqrt(np.sum(weights * (shifts - mean_shift)**2))
level_width = const.hbar * peak_rate / const.e

# Free-electron final-state density in place of a constant one.
norm_root = quad(lambda e: triangle(e) * np.sqrt(e + barrier),
                 bottom, top, points=[apex])[0]
mean_root = quad(lambda e: e * triangle(e) * np.sqrt(e + barrier),
                 bottom, top, points=[apex])[0] / norm_root

# Copper-like box: one sp electron and ten d electrons, equal matrix elements.
d_upper, d_lower = 2.0, 5.0
cell = 0.005
depth = (np.arange(round(band / cell)) + 0.5) * cell
density = np.full(depth.size, 1 / band)
density[(depth > d_upper) & (depth < d_lower)] += 10 / (d_lower - d_upper)
structured = np.convolve(density, density)
structured /= structured.sum() * cell
structured_energy = top - (np.arange(structured.size) + 1) * cell
structured_peak = structured_energy[np.argmax(structured)]
structured_width = np.sum(structured >= structured.max() / 2) * cell
near_edge_flat = quad(triangle, top - 2, top)[0]
near_edge_d = structured[structured_energy > top - 2].sum() * cell

print(f"free ionization energy I0: {free_ionization:.1f} eV")
print(f"work function W: {work:.1f} eV")
print(f"occupied band width B: {band:.1f} eV")
print(f"ion-surface distance z: {distance:.2f} nm")
print(f"e^2/(4 pi eps0): {coulomb:.4f} eV nm")
print(f"image level shift: {shift:.2f} eV")
print(f"shifted ionization energy I: {ionization:.2f} eV")
print(f"maximum vacuum energy I-2W: {top:.2f} eV")
print(f"  the same in joules: {top * const.e:.3e} J")
print(f"apex energy I-2W-B: {apex:.2f} eV")
print(f"lower end I-2W-2B: {bottom:.2f} eV")
print(f"Fermi level: {-work:.2f} eV")
print(f"I-W, to compare with 2B: {ionization - work:.2f} eV")
print(f"barrier V0=W+B: {barrier:.2f} eV")
print(f"apex height 1/B: {triangle(apex):.4f} per eV")
for index in (8, 16, 24):
    print(f"E={centres[index]:.2f} eV: counted {counted[index]:.4f}, "
          f"formula {triangle(centres[index]):.4f} per eV")
print(f"largest histogram difference: {histogram_error:.5f} per eV")
print(f"highest counted pair energy: {energies.max():.3f} eV")
print(f"fraction above vacuum, formula: {fraction:.4f}")
print(f"fraction above vacuum, counted: {counted_fraction:.4f}")
print(f"weak case I={weak_ion:.1f} eV: formula {weak_fraction:.4f}, "
      f"counted {weak_count:.4f}")
print(f"silent case I={silent_ion:.1f} eV: counted {silent_count:.4f}")
print(f"blocked fraction, B={wide_band:.1f} eV: formula {blocked:.4f}, "
      f"counted {blocked_count:.4f}")
print(f"escape probability at apex: {escape(apex):.4f}")
print(f"yield, integral: {electron_yield:.4f} electrons per ion")
print(f"yield, simulation: {simulated_yield:.4f} electrons per ion")
print(f"mean external energy, integral: {mean_external:.2f} eV")
print(f"mean external energy, simulation: {simulated_mean:.2f} eV")
print(f"external spectrum peak: {external_peak:.2f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {thermal:.4f} eV")
print(f"thermal edge height / apex height: {thermal_edge / band:.5f}")
print(f"ion kinetic energy: {ion_energy:.1f} eV")
print(f"ion speed: {speed * 1e-9:.3e} m/s")
print(f"rate decay constant a: {decay:.1f} per nm")
print(f"rate at most probable distance: {peak_rate:.3e} per s")
print(f"rate prefactor A: {prefactor:.3e} per s")
print(f"mean neutralization distance: {mean_distance:.4f} nm")
print(f"standard deviation of distance: {distance_spread:.4f} nm")
print(f"mean image shift over distances: {mean_shift:.2f} eV")
print(f"standard deviation of image shift: {shift_spread:.2f} eV")
print(f"level width hbar*a*v: {level_width:.2f} eV")
print(f"mean internal energy, root density: {mean_root:.2f} eV")
print(f"d box below Fermi level: {d_upper:.1f} to {d_lower:.1f} eV")
print(f"peak with d box: {structured_peak:.2f} eV")
print(f"full width at half maximum with d box: {structured_width:.2f} eV")
print(f"fraction in top 2 eV, flat band: {near_edge_flat:.5f}")
print(f"fraction in top 2 eV, with d box: {near_edge_d:.5f}")
print("done: every assertion held")
```

Output:

```
free ionization energy I0: 24.6 eV
work function W: 4.5 eV
occupied band width B: 8.0 eV
ion-surface distance z: 0.20 nm
e^2/(4 pi eps0): 1.4400 eV nm
image level shift: 1.80 eV
shifted ionization energy I: 22.80 eV
maximum vacuum energy I-2W: 13.80 eV
  the same in joules: 2.211e-18 J
apex energy I-2W-B: 5.80 eV
lower end I-2W-2B: -2.20 eV
Fermi level: -4.50 eV
I-W, to compare with 2B: 18.30 eV
barrier V0=W+B: 12.50 eV
apex height 1/B: 0.1250 per eV
E=2.05 eV: counted 0.0664, formula 0.0664 per eV
E=6.05 eV: counted 0.1219, formula 0.1211 per eV
E=10.05 eV: counted 0.0586, formula 0.0586 per eV
largest histogram difference: 0.00084 per eV
highest counted pair energy: 13.792 eV
fraction above vacuum, formula: 0.9622
fraction above vacuum, counted: 0.9622
weak case I=14.0 eV: formula 0.1953, counted 0.1952
silent case I=8.0 eV: counted 0.0000
blocked fraction, B=10.0 eV: formula 0.0144, counted 0.0144
escape probability at apex: 0.0868
yield, integral: 0.0821 electrons per ion
yield, simulation: 0.0818 electrons per ion
mean external energy, integral: 7.29 eV
mean external energy, simulation: 7.30 eV
external spectrum peak: 5.92 eV
temperature: 300 K
thermal energy kT: 0.0259 eV
thermal edge height / apex height: 0.00323
ion kinetic energy: 10.0 eV
ion speed: 2.196e+04 m/s
rate decay constant a: 30.0 per nm
rate at most probable distance: 6.588e+14 per s
rate prefactor A: 2.658e+17 per s
mean neutralization distance: 0.2192 nm
standard deviation of distance: 0.0428 nm
mean image shift over distances: 1.70 eV
standard deviation of image shift: 0.30 eV
level width hbar*a*v: 0.43 eV
mean internal energy, root density: 6.10 eV
d box below Fermi level: 2.0 to 5.0 eV
peak with d box: 6.80 eV
full width at half maximum with d box: 3.23 eV
fraction in top 2 eV, flat band: 0.03125
fraction in top 2 eV, with d box: 0.00026
done: every assertion held
```
